# Logarithmic oxide growth from first-order loss of the oxidant

Consider an oxide film that grows on a substrate because an oxidant dissolves at the outer surface, diffuses through the film and reacts at the inner interface. If the oxidant is also lost inside the film at a rate proportional to its concentration, and if the interface consumes every particle that reaches it, the thickness $x$ obeys

$$\cosh\frac{x}{L}=\cosh\frac{x_0}{L}+\frac{G\,t}{L^2},\qquad L=\sqrt{\frac{D}{k}},\qquad G=\frac{DC^*}{N}. \tag{1}$$

Here $x_0$ is the thickness at $t=0$, $D$ the diffusivity, $k$ the loss rate per particle, $C^*$ the dissolved concentration held at the outer surface, and $N$ the number of oxidant particles built into unit volume of oxide. The hyperbolic cosine of the thickness grows linearly in time. A film much thinner than the loss length $L$ therefore grows parabolically, and one much thicker grows logarithmically. Equation (1) holds to leading order in the small ratio $\varepsilon=C^*/N$.

## The model

Let $z$ be the depth below the outer surface. New oxide forms at the inner interface, so the existing film is at rest in this coordinate and carries no oxidant along by convection. With constant $D$ and $k$,

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial z^2}-kC,\qquad C(0,t)=C^*,\qquad C(x,t)=0. \tag{2}$$

The last condition expresses the perfectly reactive interface. Thickening by $dx$ uses $N\,dx$ particles per unit area, so

$$N\frac{dx}{dt}=-D\left.\frac{\partial C}{\partial z}\right|_{z=x}. \tag{3}$$

Loss is assumed to make no oxide, and its products to leave without oxidizing the substrate. This last assumption sets the range of the result and is examined below.

## First derivation: the steady profile

Suppose that the profile adjusts quickly compared with the growth. Then $\partial C/\partial t$ can be dropped at each thickness, and $C''=C/L^2$. The solution that vanishes at $z=x$ is proportional to $\sinh[(x-z)/L]$. The value at $z=0$ fixes the factor:

$$C(z)=C^*\,\frac{\sinh[(x-z)/L]}{\sinh(x/L)}. \tag{4}$$

Its derivative is

$$C'(z)=-\frac{C^*}{L}\,\frac{\cosh[(x-z)/L]}{\sinh(x/L)}.$$

Write $u=x/L$. The flux entering at $z=0$ and the flux reaching $z=x$ are

$$J_{\rm in}=\frac{DC^*}{L}\coth u,\qquad J_{\rm out}=\frac{DC^*}{L\sinh u},\qquad \frac{J_{\rm out}}{J_{\rm in}}=\frac{1}{\cosh u}. \tag{5}$$

The fraction of oxidant that arrives thus falls as $2e^{-u}$ in a thick film. Inserting $J_{\rm out}$ in (3) gives

$$\frac{dx}{dt}=\frac{G}{L\sinh(x/L)}. \tag{6}$$

Separate the variables and integrate from $x_0$ to $x$:

$$\int_{x_0}^{x}L\sinh\frac{x'}{L}\,dx'=L^2\left(\cosh\frac{x}{L}-\cosh\frac{x_0}{L}\right)=Gt.$$

Division by $L^2$ gives (1).

## Second derivation: a weighted balance

The growth law can also be obtained without solving for the profile. Multiply (2) by the fixed weight $\phi(z)=\sinh(z/L)$ and integrate over the film. The weight satisfies $D\phi''=k\phi$ and $\phi(0)=0$. Define the weighted content

$$M(t)=\int_0^{x(t)}C(z,t)\,\phi(z)\,dz.$$

Differentiating $M$ produces a term $\dot x\,C(x,t)\phi(x)$ from the moving limit, which vanishes because $C(x,t)=0$. Two integrations by parts then give

$$\dot M=\int_0^x(DC''-kC)\phi\,dz
= D\big[C'\phi-C\phi'\big]_0^x+\int_0^x C\,(D\phi''-k\phi)\,dz .$$

The last integral is zero by the choice of weight. At $z=x$ the bracket is $C'(x)\sinh u$, since $C(x)=0$. At $z=0$ it is $-C^*/L$, since $\phi(0)=0$ and $\phi'(0)=1/L$. The difference of the two ends, with (3) for $DC'(x)$, is

$$\dot M=-N\dot x\sinh\frac{x}{L}+\frac{DC^*}{L}. \tag{7}$$

Both terms on the right integrate in time whatever the profile does. After division by $NL$,

$$\cosh\frac{x}{L}-\cosh\frac{x_0}{L}+\frac{M(t)-M(0)}{NL}=\frac{Gt}{L^2}. \tag{8}$$

This is an identity of the full moving-boundary problem. Equation (1) follows when the stored term is negligible.

The size of that term can be bounded. If the initial concentration lies between $0$ and $C^*$, it stays there: the boundary values lie in that range, diffusion cannot raise a maximum or lower a minimum, and loss cannot make a concentration negative. Hence

$$0\le M\le C^*\int_0^x\sinh\frac{z}{L}\,dz=C^*L(\cosh u-1).$$

For growth from $x_0=0$, where $M(0)=0$, identity (8) becomes

$$\cosh u-1\;\le\;\frac{Gt}{L^2}\;\le\;(1+\varepsilon)(\cosh u-1). \tag{9}$$

The time that (1) assigns to a thickness is therefore too short by at most the fraction $\varepsilon$.

The leading correction itself follows when (4) is used in the small term. With $2\sinh a\sinh b=\cosh(a+b)-\cosh(a-b)$,

$$M\simeq\frac{C^*}{2\sinh u}\int_0^x\left[\cosh\frac{x}{L}-\cosh\frac{x-2z}{L}\right]dz
=\frac{C^*L}{2}\,(u\coth u-1),$$

because the two parts of the integral are $x\cosh u$ and $L\sinh u$. For $x_0=0$ the stored term in (8) is $\varepsilon(u\coth u-1)/2$. Multiplying by $L^2/G$ and using $\varepsilon/G=1/D$ turns it into a delay,

$$\Delta t\simeq\frac{L^2}{2D}\,(u\coth u-1). \tag{10}$$

## What each derivation assumes

The first derivation assumes a steady profile at every moment. In return it yields the profile, the uptake and the rate at a given thickness. Equation (6) can also be used when $D$, $k$ and $C^*$ change slowly in time, as in a temperature ramp, although its integral is then no longer (1).

The second derivation needs no steady profile. It needs a small stored content, and it shows how small. Its weight contains $L$, so $L$ must be constant in time. A varying surface concentration is allowed: $C^*t$ is then replaced by $\int C^*dt$ in the driving term. By itself the weighted balance does not give the uptake or the amount lost.

Both derivations share the linear loss, the uniform $D$ and $k$, the perfectly reactive interface and the harmless loss products. Their agreement says nothing about those assumptions.

## Limits and the approach to the logarithm

Take $x_0=0$ and let $\tau=Gt/L^2$, so that $\cosh u=1+\tau$. For $u\ll1$, $\cosh u-1\simeq u^2/2$ and

$$x^2\simeq 2Gt=Bt,\qquad B=2G,$$

which is the parabolic law without loss. For $u\gg1$, $\cosh u\simeq e^u/2$ and

$$x\simeq L\ln(2+2\tau)\simeq L\ln\frac{Bt}{L^2}. \tag{11}$$

Each decade of time then adds $L\ln10$. The approach to this behaviour is seen in the slope against $\ln t$. From (6) and $t=(L^2/G)(\cosh u-1)$,

$$\frac{dx}{d\ln t}=t\,\frac{dx}{dt}=L\,\frac{\cosh u-1}{\sinh u}=L\tanh\frac{u}{2}. \tag{12}$$

The last step uses $\cosh u-1=2\sinh^2(u/2)$ and $\sinh u=2\sinh(u/2)\cosh(u/2)$. At $x=L$ the parabolic law is still only 4% too large. The crossover lies near $x=2L$, where the parabolic law is about 18% too large and the form $L\ln(Bt/L^2)$ about 15% too small. At $x=3L$ the slope has reached 91% of $L$.

## Finite reaction at the interface

Let the interface consume oxidant at the rate $k_sC(x)$ per unit area, and let $h=D/k_s$. The steady condition $-DC'(x)=k_sC(x)$ changes the profile to

$$C(z)=C^*\frac{\sinh[(x-z)/L]+(h/L)\cosh[(x-z)/L]}{\sinh u+(h/L)\cosh u}.$$

At $z=x$ the numerator is $h/L$ and its derivative is $-1/L$, so the condition is met. The growth rate and its integral from zero thickness are

$$\frac{dx}{dt}=\frac{G}{L\sinh u+h\cosh u},\qquad L^2(\cosh u-1)+hL\sinh u=Gt. \tag{13}$$

For $u\gg1$ the left side of the second equation tends to $L(L+h)e^u/2$. Hence $x\simeq L\ln\{2Gt/[L(L+h)]\}$. The logarithmic slope is unchanged, and the late thickness is smaller by $L\ln(1+h/L)$. At early times the law is linear, $hx\simeq Gt$, instead of parabolic.

## An example: oxygen atoms on silicon

Consider silicon at 1173 K in a low-pressure gas that supplies oxygen atoms. Rough model values are $D=10^{-9}$ cm²/s, $C^*=5\times10^{17}$ cm⁻³ and $L=3$ nm. Silica of density 2.2 g/cm³ and molar mass 60.08 g/mol has two oxygen atoms per formula unit, so $N=4.41\times10^{22}$ cm⁻³. Then

$$G=\frac{10^{-9}\times5\times10^{17}}{4.41\times10^{22}}\ \text{cm}^2/\text{s}=1.134\ \text{nm}^2/\text{s},$$

and $L^2/G=7.94$ s. At 100 s, $\cosh u=1+12.6=13.6$, which gives $u=3.30$ and $x=9.9$ nm. For growth from zero thickness, (1), its two limits, (12) and (5) give:

| $t$ (s) | $x$ (nm) | parabolic (nm) | logarithmic (nm) | slope (nm) | fraction arriving |
|---:|---:|---:|---:|---:|---:|
| 1 | 1.49 | 1.51 | −4.14 | 0.73 | 0.888 |
| 10 | 4.37 | 4.76 | 2.77 | 1.86 | 0.443 |
| 100 | 9.90 | 15.06 | 9.68 | 2.79 | 0.074 |
| 1000 | 16.61 | 47.62 | 16.59 | 2.98 | 0.008 |

The logarithmic column is $L\ln(Bt/L^2)$. Its negative entry shows that this form has no meaning at early times. The slope reaches 62% of $L$ at 10 s and 93% at 100 s. The first film in the table is a few atomic layers thick, where a continuum description is itself rough.

Several corrections are small for these numbers:

- The storage delay (10) is $1.0\times10^{-4}$ s at 100 s.
- A starting oxide of 1 nm changes the thickness at 100 s from 9.90 to 9.92 nm.
- An interface length $h=0.5$ nm, taken as about one atomic jump, lowers it to 9.44 nm.
- Gas kinetics gives an impingement rate $p/\sqrt{2\pi m k_BT}=2.6\times10^{18}$ cm⁻² s⁻¹ for 0.01 Torr of atoms of mass $m$. The uptake from (5) is $1.7\times10^{15}$ cm⁻² s⁻¹ at 100 s, so a fraction $6.5\times10^{-4}$ of the arriving atoms must enter. The uptake in (5) diverges as $x\to0$, but this comes from the perfectly reactive interface. With $h=0.5$ nm the uptake never exceeds $DC^*/h=1.0\times10^{16}$ cm⁻² s⁻¹, which is still far below the supply.
- The assumed $C^*$ is about 6000 times the density of atoms in the gas at this pressure and temperature. It therefore presupposes that the atoms are strongly bound in the oxide.

Oxygen atoms can also recombine in pairs, which is a second-order loss. Two walkers have relative diffusivity $2D$, and steady diffusion to a capture sphere of radius $R$ gives the encounter coefficient $4\pi R(2D)$. Counting each pair once, with two atoms removed per encounter, gives the loss rate $8\pi RDC^2$. Its ratio to $kC$ at the surface is $8\pi RC^*L^2=0.034$ for an assumed $R=0.3$ nm. A collocation solution of the steady problem with both losses lowers the interface flux by about 1% at the thickness reached in 100 s.

## Where the lost oxidant goes

The loss per unit area and time is $J_{\rm in}-J_{\rm out}$. Let $Q$ be the accumulated loss per unit area. Division by the growth rate (6) gives

$$\frac{dQ}{dx}=\frac{DC^*}{L}\,\frac{\cosh u-1}{\sinh u}\cdot\frac{L\sinh u}{G}=N(\cosh u-1),$$

and therefore, from zero thickness,

$$Q=N(L\sinh u-x). \tag{14}$$

By 100 s, $Q/N=30.8$ nm. The film has then lost about three times as much oxygen as its 9.9 nm of oxide contains. Permanent trapping at a fixed population of sites cannot sustain this. The loss has to be a deactivation that frees its sites, and its products have to go somewhere.

Suppose that every lost atom becomes half an O₂ molecule. The molecules diffuse with diffusivity $D_2$, escape freely at the outer surface and react at the interface with rate constant $k_{s2}$. Let $h_2=D_2/k_{s2}$, and let $C_2$ be the concentration of these molecules. In the steady state

$$D_2C_2''=-\tfrac12kC=-\tfrac12DC'',\qquad C_2(0)=0 .$$

Multiply by $z$ and integrate, using $\int_0^x zf''dz=[zf'-f]_0^x$. With the molecular flux $J_2=-D_2C_2'(x)=k_{s2}C_2(x)$, the left side is $-xJ_2-h_2J_2$. The right side is $-\tfrac12D[xC'(x)+C^*]$, where $C'(x)=-C^*/(L\sinh u)$. The flux of atoms brought back is thus

$$2J_2=\frac{DC^*}{x+h_2}\left(1-\frac{u}{\sinh u}\right),\qquad
\frac{2J_2}{J_{\rm out}}=\frac{L\sinh u-x}{x+h_2}. \tag{15}$$

In a thick film the direct flux falls exponentially with thickness. The returned flux first rises from zero, passes a maximum and then falls only as $1/(x+h_2)$. Within this model the returned molecules must eventually dominate, and they restore linear-parabolic growth, $dx/dt\simeq G/(x+h_2)$. The logarithmic law is then at most an intermediate regime, and it is visible only if $h_2$ is so large that the direct flux still dominates at several loss lengths.

For $h_2=100$ nm, the order of magnitude for ordinary dry oxidation near this temperature, the ratio at 100 s is $30.8/109.9=0.28$. It reaches one at 13.3 nm, or $4.4L$. Thin films can react with O₂ faster than this. With $h_2=20$ nm, a fivefold faster interface reaction at the same $D_2$, it reaches one at 9.8 nm, or $3.3L$.

Molecules from the gas add a rate $G_2/(x+h_2)$, by the same steady diffusion without a source. With $G_2=0.6$ nm²/s at 1 atm, scaled in proportion to 10 Torr, this is $7\times10^{-5}$ nm/s for $h_2=100$ nm at the 100 s thickness. The direct rate there is 0.028 nm/s.

Runge–Kutta integration of the direct, returned and ambient rates together gives 10.3 nm at 100 s and 22.4 nm at 1000 s for $h_2=100$ nm. For $h_2=20$ nm it gives 11.5 and 35.7 nm. Equation (1) alone gives 9.9 and 16.6 nm. Over this decade of time the film thus gains 12.1 or 24.2 nm instead of 6.7 nm, so with these values of $h_2$ the example shows no clear logarithmic regime.

These conditions resemble radical oxidation of silicon, in which films of roughly ten nanometres are grown at low pressure in times of the order of minutes. The thickness at 100 s is of that size, but this does not establish the mechanism: $L$ is an assumed value, and $D$ and $C^*$ are individually uncertain, although at given $L$ (1) needs only their product. One assumption that can fail in a real film is that the loss products are harmless. If they all become O₂ that escapes or reacts in the way described, and the small ambient contribution is included, the thickness at 100 s rises by about 4% or 16% for the two values of $h_2$, and at 1000 s by about 35% or 115%. A logarithmic fit over a short range of thickness is therefore weak evidence for a value of $L$. For a perfectly reactive interface it is better to fit the full law (1), which can already use films of about two loss lengths if their thickness is measured precisely. The 18% departure from parabolic growth at $x=2L$ assumes that $G$ is known. When $G$ is fitted as well, films between $L/2$ and $2L$ depart from the best parabola by only about $0.1L$, or 0.3 nm in the example. A finite interface reaction slows the growth of thin films most and so partly hides this departure. If $h$ is not negligible, a fit of (1) to such films can overestimate $L$ considerably, and (13) with a known $h$ should be used instead. The molecular contribution must also be known to be small over the fitted range.

Numbers in the example were calculated in double precision.
